# Why the lower cutoff frequency caps heat flow between harmonic chains

A heavy, metal-like chain of atoms with a highest vibration frequency of 7 THz touches a light, stiff insulating chain that vibrates up to 20 THz. Through a contact bond of 50 N/m the pair conducts 70.8 pW/K. The best possible single bond raises this to 79.7 pW/K, and a smooth transition layer 100 atoms long brings it to 96.4 pW/K. No further harmonic redesign of the junction can lift it beyond 96.65 pW/K, which is Boltzmann's constant times 7 THz. For such chains the masses and springs enter that ceiling only through the 7 THz, and the 20 THz of the stiffer side does not enter at all. This is a property of one dimension; in a three-dimensional contact the stiffer side does enter, as shown near the end.

## What is being bounded

Each lead \(i=1,2\) is a half-infinite chain of equal masses \(m_i\) joined by nearest-neighbour springs \(k_i\). Each atom has one displacement, along the chain. The junction is any finite, stable set of masses and springs without friction. Everything is classical.

The conductance \(G\) is the steady heat current divided by the difference between the temperatures of the two reservoirs, that is, of the waves that arrive at the junction from either side. With \(\tau(\omega)\) the fraction of arriving energy transmitted at angular frequency \(\omega\), the claim is

\[
G=\frac{k_B}{2\pi}\int_0^\infty \tau(\omega)\,d\omega\;\le\;\frac{k_B\min(\omega_1,\omega_2)}{2\pi},\qquad \omega_i=2\sqrt{k_i/m_i}.
\]

## One wave per frequency, up to a cutoff

In a lead (index dropped), \(m\ddot u_n=k(u_{n+1}+u_{n-1}-2u_n)\). Inserting \(u_n\propto e^{i(qn-\omega t)}\) gives

\[
m\omega^2=2k(1-\cos q)=4k\sin^2(q/2),
\]

so \(\omega=2\sqrt{k/m}\,\sin(|q|/2)\). Below the cutoff, each frequency has one wave running towards the junction and one running away. Above it, the ratio \(\lambda\) of neighbouring displacements obeys \(\lambda+1/\lambda=2-m\omega^2/k<-2\). Then \(\lambda\) is real, and the motion decays into the lead.

The bond between atoms \(n\) and \(n+1\) pushes atom \(n+1\) with force \(k(u_n-u_{n+1})\). For complex amplitudes \(U_n\), the mean power passed to the right is half the real part of force conjugate times velocity:

\[
P=\tfrac12\mathrm{Re}\left[k(U_n-U_{n+1})^*(-i\omega U_{n+1})\right]=\tfrac12k\omega\,\mathrm{Im}(U_n^*U_{n+1}).
\]

The term with \(|U_{n+1}|^2\) dropped out because it is purely imaginary. For an incident and a reflected wave together, \(U_n=Ae^{iqn}+Be^{-iqn}\), the two cross terms in \(U_n^*U_{n+1}\) are complex conjugates, so their sum is real. What remains is

\[
P=\tfrac12k\omega\sin q\,(|A|^2-|B|^2).
\]

For a decaying motion \(U_n^*U_{n+1}=\lambda|U_n|^2\) is real, and \(P=0\). A chain driven above its cutoff shakes near the contact but carries no steady power away.

## Why mass and stiffness cancel

In a long lead of \(N\) atoms the allowed \(q\) are spaced by \(2\pi/N\), and each classical mode holds on average \(k_BT\). The modes in \(dq\) therefore store \(k_BT\,dq/2\pi\) per atom.

The speed of this energy is power divided by energy per atom. A single running wave has mean kinetic energy \(\tfrac14m\omega^2|A|^2\) per atom and an equal potential energy, since \(\tfrac14k|A|^2(2-2\cos q)=\tfrac14m\omega^2|A|^2\). Hence

\[
v=\frac{\frac12k\omega\sin q\,|A|^2}{\frac12m\omega^2|A|^2}=\frac{k\sin q}{m\omega}=\frac{d\omega}{dq},
\]

where the last step differentiates \(m\omega^2=2k(1-\cos q)\). The heat arriving per unit time is

\[
k_BT\,\frac{dq}{2\pi}\,\frac{d\omega}{dq}=k_BT\,\frac{d\omega}{2\pi}.
\]

A stiffer lead moves its energy faster but has fewer modes in each frequency interval, and the two effects cancel. Stiffness and mass matter to the supply of heat through the cutoff alone.

## Why the smaller cutoff wins

The junction has no friction, so in steady vibration its mean energy is constant. Reflected and transmitted power add up to the incident power, and \(0\le\tau\le1\). Above the smaller cutoff one lead cannot carry power, so \(\tau=0\). A vibration bound to the junction outside both bands has a decaying tail in each lead and also carries no mean power.

Transmission is equal in both directions. Scale each wave amplitude so that its square is its power, and let the matrix \(S\) turn the two incoming amplitudes into the two outgoing ones. Energy conservation for every input makes \(S\) unitary. Its first column gives \(|S_{11}|^2+|S_{21}|^2=1\), its first row \(|S_{11}|^2+|S_{12}|^2=1\), and so \(|S_{21}|^2=|S_{12}|^2=\tau\).

Thermal waves from the two reservoirs have unrelated phases, so their powers simply add. The net current is

\[
J=\int_0^\infty\frac{d\omega}{2\pi}\,\tau(\omega)\,k_B(T_1-T_2).
\]

Dividing by \(T_1-T_2\) gives \(G\). Replacing \(\tau\) by its largest possible value, 1 up to \(\min(\omega_1,\omega_2)\) and 0 beyond, gives the bound.

For the example the arithmetic is \(1.381\times10^{-23}\ \mathrm{J/K}\times7.0\times10^{12}\ \mathrm{s^{-1}}=96.7\) pW/K. A uniform chain has \(\tau=1\) throughout its band and reaches its bound.

## How much a single bond lets through

Let the chains meet through one spring \(k_c\). First take a chain end driven by a force \(F\). Its neighbour moves by \(e^{iq}u\), because the wave runs away from the end, so

\[
-m\omega^2u=k(e^{iq}-1)u+F .
\]

With \(m\omega^2=k(2-e^{iq}-e^{-iq})\) this becomes \(F=k(e^{-iq}-1)u\). The response is

\[
g=\frac uF=\frac{e^{iq}-1}{k(2-2\cos q)}=-\frac1{2k}+ib,\qquad
b=\frac{\cot(q/2)}{2k}=\frac{\sqrt{1-\omega^2/\omega_i^2}}{\omega Z_i}.
\]

Here \(\sin(q/2)=\omega/\omega_i\) was used, and \(Z_i=\sqrt{k_im_i}=2k_i/\omega_i\) is the impedance of the lead.

Now let a wave arrive from the left. Without contact the end atom would move by \(u_0\). The contact force \(f\) pushes it back by \(g_1f\) and moves the right end by \(g_2f\). The shortening of the contact spring, left displacement minus right, is therefore

\[
\frac f{k_c}=u_0-g_1f-g_2f .
\]

The power entering the right chain is \(\tfrac12\mathrm{Re}[f^*(-i\omega g_2f)]=\tfrac12\omega b_2|f|^2\).

For the incident power, put the free end at \(n=0\). No bond pulls on it from the right, which is the same as \(U_1=U_0\). This gives \(B=Ae^{iq}\) and \(|u_0|^2=4|A|^2\cos^2(q/2)\). The incident power is then

\[
\tfrac12k_1\omega|A|^2\sin q=\tfrac14k_1\omega|u_0|^2\tan(q/2)=\frac{\omega|u_0|^2}{8b_1}.
\]

The ratio of the two powers is \(4b_1b_2|f/u_0|^2\), or

\[
\tau=\frac{4b_1b_2}{\left(\dfrac1{k_c}-\dfrac1{2k_1}-\dfrac1{2k_2}\right)^2+(b_1+b_2)^2}.
\]

Since \((b_1+b_2)^2-4b_1b_2=(b_1-b_2)^2\ge0\), this never exceeds 1.

The metal-like chain has atoms of 102.9 u and the insulator 20 u. With the cutoffs 43.98 and 125.66 rad/ps, \(k_i=m_i\omega_i^2/4\) gives 82.6 and 131.1 N/m, and the impedances are 3.76 and 2.09 N ps/m. At 5 THz, \(\omega=31.4\) rad/ps, \(b_1=0.0059\) m/N and \(b_2=0.0148\) m/N. The first bracket is \(0.0200-0.0061-0.0038=0.0101\) m/N, and \(\tau=0.66\).

The transmission is 0.91 at 1 THz, 0.83 at 3 THz and 0.38 at 6.5 THz. At 3 and 5 THz most of the fall comes from the bond: with the first bracket set to zero, \(\tau\) would be 0.89 and 0.82. Two limits fix the ends of the curve:

- As \(\omega\to0\), both \(b_i\to1/(\omega Z_i)\) outgrow the bracket, and \(\tau\to4Z_1Z_2/(Z_1+Z_2)^2=0.92\). Long waves feel the impedance mismatch but not the bond.
- At the lower cutoff \(b_1\to0\), because the wave speed in the metal vanishes there, and \(\tau\to0\).

Integrating \(\tau\) over the common band by Gauss–Legendre quadrature gives 70.8 pW/K, or 73% of the bound.

A weak bond gives a further limit. When \(1/k_c\) dominates the bracket, transmission is confined to low frequencies, where \(b_i\approx1/(\omega Z_i)\). Then

\[
\tau\approx\frac{4Z_1Z_2}{(Z_1+Z_2)^2}\,\frac1{1+\omega^2/\omega_x^2},\qquad \omega_x=k_c\left(\frac1{Z_1}+\frac1{Z_2}\right).
\]

The integral of the second factor over all \(\omega\) is \(\pi\omega_x/2\), so \(G\approx k_Bk_c/(Z_1+Z_2)\), proportional to the bond stiffness. This holds for \(\omega_x\ll\omega_1\). The 50 N/m bond has \(\omega_x\approx37\) rad/ps, close to the cutoff of 44 rad/ps. The weak-bond formula would give \(k_B\times8.6\) THz, above the bound, and must not be used there.

## Getting closer to the ceiling

The contact spring enters \(\tau\) in one squared bracket. That bracket vanishes at every frequency at once for

\[
k_c=\frac{2k_1k_2}{k_1+k_2}\approx101\ \mathrm{N/m}.
\]

With the leads held fixed, this is the best single bond, and a stiffer one conducts less. It gives 79.7 pW/K, 13% more than the 50 N/m bond. The rest of the gap to the bound comes from \(b_1\ne b_2\), which no single spring can remove.

A graded layer can remove most of it. Let masses and springs change from the metal's values to the insulator's as \(m_1(m_2/m_1)^s\) and \(k_1(k_2/k_1)^s\), with \(s=3x^2-2x^3\) and \(x\) running from 0 to 1 across the layer. With atoms at evenly spaced \(x\) from 0 to 1 and each spring taking its value at the bond midpoint, solving the wave equations of the layer numerically gives 98.9% of the bound for 20 atoms and 99.8% for 100. Other placements move the first figure by up to 0.1 percentage point. The local cutoff rises steadily along the layer, so a wave that can travel in the metal can travel everywhere. Spreading the change over more atoms lowers the total reflection, as the two results show. Waves much longer than the layer still meet it as a sharp step, and for them \(\tau\) stays near 0.92.

## Where the bound does not apply

**Local temperatures.** At one frequency, waves on the hot side arrive with \(T_1\) and leave with \((1-\tau)T_1+\tau T_2\). Averaged over both directions, the local temperature is \(T_1-\tau(T_1-T_2)/2\). On the cold side it is \(T_2+\tau(T_1-T_2)/2\). The local drop is \((1-\tau)(T_1-T_2)\), and a conductance defined by it is larger, at that frequency, by the factor \(1/(1-\tau)\). For the whole example, with kinetic temperatures averaged over each band, the factor is about 1.6. In a uniform chain the drop is zero and that conductance is infinite. A value obtained from temperatures extrapolated to the interface should not be compared with this bound.

**More than one wave per frequency.** Add second-neighbour springs, equal to the first, to a uniform metal chain. Then \(\omega^2=\omega_1^2[\sin^2(q/2)+\sin^2q]\). With \(c=\cos q\) the bracket is \(\tfrac32-\tfrac c2-c^2\), which peaks at \(c=-\tfrac14\) with the value 1.5625 and falls to 1 at \(q=\pi\). The top frequency is \(7\sqrt{1.5625}=8.75\) THz, and between 7 and 8.75 THz two waves arrive instead of one. So \(G/k_B=8.75+1.75=10.5\) THz, 1.2 times the top frequency. The bound must then count arriving waves.

**Anharmonic bonds.** These can change a wave's frequency, so that heat above the lower cutoff may also cross. The proof, which treats each frequency separately, no longer holds.

## Size of the neglected effects in a real contact

The heavy chain has rhodium's atomic mass and a roughly rhodium-like top frequency; the insulator is a model. In a face-centred cubic metal each cube face holds two atoms. Taking one chain per surface atom, with a rough lattice constant of 0.38 nm, gives \(0.38^2/2=0.072\) nm² per chain. The bound becomes about 1300 MW/(m² K) and the example about 980 MW/(m² K). The example assumes a flat, fully bonded contact and atomic columns that vibrate independently. Four omissions can be sized at 350 K.

- **Quantum occupation.** Each mode's heat capacity is \(k_B[(y/2)/\sinh(y/2)]^2\) with \(y=\hbar\omega/k_BT\). This lowers the example's \(G\) by 2%, and the three-dimensional ceiling below, which weights high frequencies more, by about 4%. Since \(\sinh z\ge z\), the factor never exceeds 1 and the bound survives.
- **Sideways springs.** In a simple cubic solid with equal springs in all directions and the top frequency held at 7 THz, each sideways wave pattern acts as a chain with a narrower band. Averaged numerically over these patterns, the metal alone supplies per column 0.26 of the chain value, or 0.77 with three equal polarizations. The insulator must also be counted. Treated the same way, with the same atomic spacing and its top at 20 THz, it has few wave patterns below 7 THz. Taking the smaller number of waves at each frequency lowers the ceiling to 0.038 of the chain value, or 0.11 with three polarizations, about 150 MW/(m² K). That last figure uses the 0.072 nm² per column from above. An interface with the period of the lattice also keeps the sideways wave pattern, which leaves 0.0085, or 0.025; a superstructure or disorder mixes patterns and is not held to this lower value. In this model the stiffer side sets the ceiling, and the bound for independent columns is too high by a factor of about 9. The numbers depend on the model: face-centred cubic solids with central nearest-neighbour springs and their own three polarizations give 0.16 in place of 0.11, about 220 MW/(m² K) and a factor of 6, and about 0.10 in place of 0.025.
- **Frequency conversion.** The metal's bonds stretch thermally by \(\sqrt{k_BT/k_1}=7.6\) pm. For a Morse bond with a rough range parameter \(\alpha=15\) nm⁻¹, the stiffness changes to first order by the fraction \(3\alpha\) times the stretch, here 0.34. This is not small, and the proof does not cover such bonds, but it does not tell the sign of the net effect, because anharmonic bonds also soften and scatter. Classical dynamics near 350 K with Morse bonds at the contact, or at the contact and the three nearest metal bonds, lowers \(G\) by 0.4 to 4 pW/K for contacts of 50 and 101 N/m. At this strength the ceiling is not approached.
- **Electrons.** They carry most heat in a metal. Here it is assumed that they hand it to the metal's lattice before it enters the insulator. With coupling \(g\) and lattice conductivity \(\kappa\), the lattice temperature approaches a uniform electron temperature over a length \(\sqrt{\kappa/g}\), which gives a conductance \(\sqrt{g\kappa}\). Order-of-magnitude values, \(5\times10^{17}\) W/(m³ K) and 10 W/(m K), give about 2000 MW/(m² K). Simply put in series with the example, this leaves about 700 MW/(m² K), a loss of about 30%. This is rough. The series joins a reservoir-defined conductance to a diffusive one, and with the example's local-temperature conductance the loss would be about 40%. Also, \(\sqrt{\kappa/g}\approx4.5\) nm is comparable to the phonon mean free path that such a \(\kappa\) implies, so the diffusive picture is marginal. In series with a lattice conductance near 150 MW/(m² K) the loss would be only about 6%.

## What to do with the bound

For a chain-like contact, find the lower of the two cutoffs first. If a harmonic estimate of the reservoir-to-reservoir conductance lies far below \(k_B\) times that frequency per chain, bonding and grading are worth improving. For a contact between three-dimensional solids the comparison must instead be made with the smaller number of waves per area that either side carries at each frequency, which can lie far below the chain value. In a chain, a graded layer helps as computed here only if it is ordered, because random mixing of atoms reflects waves. In three dimensions an ordered grading keeps the sideways wave pattern and cannot pass the lower ceiling that this sets. In the cubic model, per polarization, a sharp contact gives 0.005 of the chain value and an ordered 20-layer grading 0.008, while two to four randomly mixed layers in a 4×4 cell give 0.010 to 0.014, still well below the 0.038 allowed by the wave count.

If the estimate is already near the ceiling, a better junction gains little. For chains, stiffening the side with the higher cutoff leaves the ceiling where it is, and what remains is to choose a softer-side material with a higher cutoff or to provide more chains. In three dimensions this rule fails: in the cubic model the three-polarization ceiling falls from 0.77 to 0.43, 0.11 and 0.03 of the chain value as the stiffer side's top frequency goes from 7 to 10, 20 and 40 THz.
